# Radiative lifetime of the upper hyperfine level of hydrogen: a numerical check

```python
"""Spontaneous decay of the upper (F=1) hyperfine level of 1s hydrogen.

Result under test (Gaussian units):
    A = 4 omega^3 (mu_e + mu_p)^2 / (3 hbar c^3),
    hbar omega = 32 mu_e mu_p / (3 a^3).
mu_e, mu_p : magnitudes of the electron and proton magnetic moments
a          : Bohr radius corrected for the finite proton mass
omega      : angular frequency of the hyperfine transition
The simple estimate replaces mu_e + mu_p by the Bohr magneton:
    A0 = (alpha/3) omega (hbar omega / m c^2)^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# Constants converted from SI to Gaussian units
c = sc.c * 1e2                                  # cm/s
hbar = sc.hbar * 1e7                            # erg s
k_B = sc.k * 1e7                                # erg/K
m_e = sc.m_e * 1e3                              # g
charge = sc.e * sc.c * 10                       # esu
a0 = sc.physical_constants["Bohr radius"][0] * 1e2
mu_B = sc.physical_constants["Bohr magneton"][0] * 1e3
mu_e = abs(sc.physical_constants["electron mag. mom."][0]) * 1e3
mu_p = sc.physical_constants["proton mag. mom."][0] * 1e3
mass_factor = 1 + sc.m_e / sc.m_p
a = a0 * mass_factor
alpha = sc.fine_structure
year = sc.Julian_year
assert close(charge**2 / (hbar * c), alpha, 1e-8)
assert close(charge * hbar / (2 * m_e * c), mu_B, 1e-8)


def curl(field, points, step):
    """Central-difference curl; points and field values have shape (3, N)."""
    d = [(field(points + step * e[:, None])
          - field(points - step * e[:, None])) / (2 * step)
         for e in np.eye(3)]
    return np.array([d[1][2] - d[2][1], d[2][0] - d[0][2],
                     d[0][1] - d[1][0]])


# Quadrature over directions on the unit sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
cos_t = np.repeat(cos_nodes, 16)
sin_t = np.sqrt(1 - cos_t**2)
phi_all = np.tile(phi, 12)
directions = np.array([sin_t * np.cos(phi_all), sin_t * np.sin(phi_all),
                       cos_t])
solid_angle = np.repeat(cos_weights, 16) * 2 * np.pi / 16


# TEST: field at the nucleus from the magnetization current of a 1s cloud.
# Length unit a, unit moment along z, density exp(-2r)/pi.
def magnetization(x):
    density = np.exp(-2 * np.sqrt(np.sum(x**2, axis=0))) / np.pi
    return np.array([0 * density, 0 * density, density])


x_nodes, x_weights = np.polynomial.legendre.leggauss(60)
contact_field = 0.0
for r, w in zip(10 * (x_nodes + 1), 10 * x_weights):
    x = r * directions
    current_over_c = curl(magnetization, x, 1e-4)
    biot_savart = np.cross(x, current_over_c, axis=0)[2] / r**3
    contact_field += w * r**2 * np.sum(solid_angle * biot_savart)
contact_formula = (8 * np.pi / 3) / np.pi
# finite-difference error near the cusp sets the tolerance
assert close(contact_field, contact_formula, 1e-4)

# TEST: splitting and transition strengths from the 4 x 4 spin problem
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
sigma_e = [np.kron(s, np.eye(2)) for s in pauli]
sigma_p = [np.kron(np.eye(2), s) for s in pauli]
coupling_hz = contact_formula * mu_e * mu_p / a**3 / (2 * np.pi * hbar)
H = coupling_hz * sum(se @ sp for se, sp in zip(sigma_e, sigma_p))
levels, states = np.linalg.eigh(H)
omega = 32 * mu_e * mu_p / (3 * a**3) / hbar
frequency = omega / (2 * np.pi)
assert np.allclose(levels[1:] - levels[0], frequency, rtol=1e-10)

moment = [(-mu_e * se + mu_p * sp) / mu_B
          for se, sp in zip(sigma_e, sigma_p)]
amplitudes = np.array([states[:, 0].conj() @ m @ states[:, 1:]
                       for m in moment])
strength = amplitudes.conj().T @ amplitudes
mu_transition = mu_e + mu_p
# A multiple of the identity: every triplet superposition decays equally
assert np.allclose(strength, (mu_transition / mu_B)**2 * np.eye(3),
                   atol=1e-10)

# TEST: golden-rule constant by summing modes of a periodic unit box,
# hbar = c = 1. The energy delta function is a Gaussian of width sigma.
test_moment = np.array([0.3 + 0.2j, -0.5j, 0.7])
test_strength = np.sum(abs(test_moment)**2)
n0, sigma = 40.0, 1.0
axis = np.arange(-47, 48)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
grid = grid.reshape(3, -1).astype(float)
n_abs = np.sqrt(np.sum(grid**2, axis=0))
shell = abs(n_abs - n0) < 6.5 * sigma
n_abs = n_abs[shell]
k_hat = grid[:, shell] / n_abs
helper = np.array([np.sqrt(2), np.sqrt(3), np.pi])[:, None]
pol_1 = np.cross(k_hat, helper, axis=0)
pol_1 /= np.sqrt(np.sum(pol_1**2, axis=0))
pol_2 = np.cross(k_hat, pol_1, axis=0)
omega_modes = 2 * np.pi * n_abs
omega_test = 2 * np.pi * n0
width = 2 * np.pi * sigma
delta = (np.exp(-0.5 * ((omega_modes - omega_test) / width)**2)
         / (np.sqrt(2 * np.pi) * width))


def box_constant(vectors):
    """Rate divided by omega^3 |moment|^2 for given field directions."""
    projection = sum(abs(test_moment @ v)**2 for v in vectors)
    rate = 2 * np.pi * np.sum(2 * np.pi * omega_modes * projection * delta)
    return rate / (omega_test**3 * test_strength)


magnetic_constant = box_constant([np.cross(k_hat, p, axis=0)
                                  for p in (pol_1, pol_2)])
electric_constant = box_constant([pol_1, pol_2])
# finite width raises the sum by about 3 (sigma/n0)^2 = 0.002
assert close(magnetic_constant, 4 / 3, 3e-3)
assert close(electric_constant, 4 / 3, 3e-3)


# TEST: same constant from the Poynting flux of a classical magnetic dipole
# with complex amplitude 2 * test_moment, at k = c = 1
def spherical_wave(x):
    r = np.sqrt(np.sum(x**2, axis=0))
    return 2 * test_moment[:, None] * np.exp(1j * r) / r


def vector_potential(x):
    return curl(spherical_wave, x, 1e-3)


radius = 3.0
surface = radius * directions
E_field = 1j * vector_potential(surface)
B_field = curl(vector_potential, surface, 1e-3)
poynting = np.cross(E_field, B_field.conj(), axis=0).real / (8 * np.pi)
power = radius**2 * np.sum(solid_angle * np.sum(poynting * directions, axis=0))
classical_constant = power / test_strength
# nested finite differences set the tolerance
assert close(classical_constant, 4 / 3, 1e-4)

# Hydrogen rates
prefactor = 4 * omega**3 / (3 * hbar * c**3)
rate = prefactor * mu_transition**2
photon_ratio = hbar * omega / (m_e * c**2)
rate_simple = alpha / 3 * omega * photon_ratio**2
assert close(rate_simple, prefactor * mu_B**2, 1e-7)
lifetime = 1 / rate
assert abs(rate - 2.9e-15) < 0.05e-15
assert abs(lifetime / year - 11e6) < 0.5e6
wavelength = 2 * np.pi * c / omega
ka = omega * a / c
assert ka < 1e-8

# Comparison with the electric dipole decay 2p -> 1s
radial = quad(lambda r: 2 * np.exp(-r) * r * np.exp(-r / 2)
              / (2 * np.sqrt(6)) * r**3, 0, np.inf)[0]
z_2p = radial / np.sqrt(3)
assert close(z_2p, 128 * np.sqrt(2) / 243, 1e-8)
omega_2p = 3 * charge**2 / (8 * a * hbar)
dipole_2p = charge * a * z_2p
rate_2p = 4 * omega_2p**3 * dipole_2p**2 / (3 * hbar * c**3)
frequency_factor = (omega_2p / omega)**3
moment_factor = (dipole_2p / mu_transition)**2
assert close(frequency_factor * moment_factor, rate_2p / rate, 1e-10)
assert frequency_factor > moment_factor

# TEST: thermal emission factor from the distribution of photon numbers
temperature = 2.7
x_thermal = hbar * omega / (k_B * temperature)
occupation = 1 / np.expm1(x_thermal)
numbers = np.arange(5000)
weights = np.exp(-x_thermal * numbers)
mean_factor = np.sum(weights * (numbers + 1)) / np.sum(weights)
assert close(mean_factor, 1 + occupation, 1e-9)
rate_thermal = rate * (1 + occupation)

print("INPUTS")
print(f"electron moment mu_e = {mu_e:.5e} erg/G")
print(f"proton moment mu_p = {mu_p:.5e} erg/G")
print(f"Bohr magneton mu_B = {mu_B:.5e} erg/G")
print(f"reduced-mass Bohr radius a = {a:.5e} cm")
print(f"hbar = {hbar:.5e} erg s")
print(f"speed of light c = {c:.5e} cm/s")
print(f"fine-structure constant alpha = {alpha:.6e} (no unit)")
print("HYPERFINE SPLITTING")
print(f"contact field, integrated = {contact_field:.5f} mu_e/a^3")
print(f"contact field, formula = {contact_formula:.5f} mu_e/a^3")
print(f"photon energy = {hbar * omega:.4e} erg")
print(f"photon energy = {hbar * omega / (sc.e * 1e7):.4e} eV")
print(f"angular frequency omega = {omega:.4e} 1/s")
print(f"frequency = {frequency / 1e6:.1f} MHz")
print(f"wavelength = {wavelength:.2f} cm")
print(f"size over reduced wavelength, ka = {ka:.2e} (no unit)")
print("RATE CONSTANT (exact value 4/3)")
print(f"box modes, magnetic = {magnetic_constant:.5f} (no unit)")
print(f"box modes, electric = {electric_constant:.5f} (no unit)")
print(f"classical Poynting flux = {classical_constant:.5f} (no unit)")
print("DECAY OF THE UPPER LEVEL")
print(f"transition moment = {mu_transition / mu_B:.5f} mu_B")
print(f"hbar omega / m c^2 = {photon_ratio:.4e} (no unit)")
print(f"simple estimate A0 = {rate_simple:.3e} 1/s")
print(f"rate A with both moments = {rate:.3e} 1/s")
print(f"increase of A over A0 = {100 * (rate / rate_simple - 1):.2f} percent")
print(f"lifetime = {lifetime:.3e} s")
print(f"lifetime = {lifetime / year / 1e6:.2f} million years")
print("COMPARISON WITH 2p -> 1s")
print(f"2p-1s matrix element of z = {z_2p:.4f} a")
print(f"2p-1s angular frequency = {omega_2p:.4e} 1/s")
print(f"2p-1s rate = {rate_2p:.3e} 1/s")
print(f"ratio of rates = {rate_2p / rate:.2e} (no unit)")
print(f"factor from frequency cubed = {frequency_factor:.2e} (no unit)")
print(f"factor from moment squared = {moment_factor:.2e} (no unit)")
print("THERMAL RADIATION")
print(f"chosen temperature = {temperature:.1f} K")
print(f"hbar omega / k_B = {hbar * omega / k_B:.4f} K")
print(f"mean photon number n = {occupation:.2f} (no unit)")
print(f"downward rate A(1+n) = {rate_thermal:.3e} 1/s")
print(f"inverse downward rate = {1 / rate_thermal / year / 1e6:.3f}"
      " million years")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS
electron moment mu_e = 9.28476e-21 erg/G
proton moment mu_p = 1.41061e-23 erg/G
Bohr magneton mu_B = 9.27401e-21 erg/G
reduced-mass Bohr radius a = 5.29465e-09 cm
hbar = 1.05457e-27 erg s
speed of light c = 2.99792e+10 cm/s
fine-structure constant alpha = 7.297353e-03 (no unit)
HYPERFINE SPLITTING
contact field, integrated = 2.66666 mu_e/a^3
contact field, formula = 2.66667 mu_e/a^3
photon energy = 9.4122e-18 erg
photon energy = 5.8747e-06 eV
angular frequency omega = 8.9252e+09 1/s
frequency = 1420.5 MHz
wavelength = 21.10 cm
size over reduced wavelength, ka = 1.58e-09 (no unit)
RATE CONSTANT (exact value 4/3)
box modes, magnetic = 1.33583 (no unit)
box modes, electric = 1.33583 (no unit)
classical Poynting flux = 1.33333 (no unit)
DECAY OF THE UPPER LEVEL
transition moment = 1.00268 mu_B
hbar omega / m c^2 = 1.1496e-11 (no unit)
simple estimate A0 = 2.869e-15 1/s
rate A with both moments = 2.885e-15 1/s
increase of A over A0 = 0.54 percent
lifetime = 3.466e+14 s
lifetime = 10.98 million years
COMPARISON WITH 2p -> 1s
2p-1s matrix element of z = 0.7449 a
2p-1s angular frequency = 1.5495e+16 1/s
2p-1s rate = 6.265e+08 1/s
ratio of rates = 2.17e+23 (no unit)
factor from frequency cubed = 5.23e+18 (no unit)
factor from moment squared = 4.15e+04 (no unit)
THERMAL RADIATION
chosen temperature = 2.7 K
hbar omega / k_B = 0.0682 K
mean photon number n = 39.11 (no unit)
downward rate A(1+n) = 1.157e-13 1/s
inverse downward rate = 0.274 million years
ALL CHECKS PASSED
```
